# Image-method action at a hard wall and the Cao–Berne hard-sphere analogue

A single flat, impenetrable wall brings no length of its own into a quantum problem. For a particle of mass \(m\) propagated through an imaginary-time step \(\tau\), in Hartree atomic units (\(\hbar=1\)), the one length that can be built from the given quantities is

\[
s=\sqrt{\tau/m}.
\]

The effect of the wall on the density matrix must therefore be a function of \(x/s\) and \(x'/s\), where \(x\) and \(x'\) are the distances of the two endpoints from the wall. Similarly, if an approximate treatment of the wall makes it appear displaced to a slow particle, the displacement must be a pure number times \(s\). Its effect on the energy then goes as \(\sqrt\tau\), which is slow convergence. Reflection symmetry supplies the cure: the free equation is unchanged by \(x\to-x\), so an odd initial condition stays odd and vanishes at the wall at all later times.

Let the particle live in \(x>0\). Its density matrix obeys the Bloch equation

\[
\partial_\tau\rho=\frac{1}{2m}\,\partial_x^2\rho,\qquad \rho(x,x';0)=\delta(x-x'),\qquad \rho(0,x';\tau)=0 .
\]

Without the wall the solution is the Gaussian

\[
g(v)=\frac{e^{-v^2/2s^2}}{\sqrt{2\pi}\,s},\qquad v=x-x'.
\]

Indeed \(\partial_\tau g=\left(-\tfrac1{2\tau}+\tfrac{mv^2}{2\tau^2}\right)g\), which equals \(\tfrac1{2m}\partial_v^2g\). Now start from \(\delta(x-x')-\delta(x+x')\), which is odd in \(x\). The second source lies outside the physical region, so the initial condition in \(x>0\) is untouched, and

\[
\rho_w(x,x';\tau)=g(x-x')-g(x+x').
\]

This vanishes at \(x=0\). It is the unique decaying solution, because the difference \(D\) of two solutions starts at zero and obeys \(\partial_\tau\int_0^\infty D^2dx=-\tfrac1m\int_0^\infty(\partial_xD)^2dx\le0\). Since \((x+x')^2-(x-x')^2=4xx'\),

\[
\rho_w=g(x-x')\left[1-e^{-2mxx'/\tau}\right].
\]

The bracket has a direct meaning. The free density matrix sums over all paths from \(x'\) to \(x\). Take a path that touches the wall and reflect everything after the first contact. This maps the touching paths, with unchanged weight, one to one onto the paths from \(x'\) to \(-x\), all of which must cross the wall. Their total weight is \(g(x+x')\), so the bracket is the probability that a free path with the given endpoints avoids the wall. It tends to 1 when \(xx'\gg s^2\) and to \(2xx'/s^2\) close to the wall.

The primitive rejection rule keeps \(g(x-x')\) whenever both beads are in the allowed region, and so misses paths that cross and return between beads. The usual estimate of the time-step error, from commutators of kinetic and potential energy, does not apply to an infinite potential. For \(m=1\), \(x=0.3\) bohr, \(x'=0.5\) bohr and \(\tau=0.4\ \mathrm{Ha}^{-1}\), the exponent is \(2(0.3)(0.5)/0.4=0.75\), and the avoidance probability is \(1-e^{-0.75}=0.5276\). The primitive rule in one step gives 1. Dividing the same interval into 64 primitive steps gives 0.6113, and 256 steps give 0.5703. Four times as many steps roughly halve the excess, from 0.0837 to 0.0427.

The number multiplying \(s\) in the apparent displacement can be found. Measure lengths in units of \(s\). A state that varies slowly on this scale obeys, near the wall, the zero-energy form of the primitive eigenvalue equation,

\[
\psi(x)=\int_0^\infty g(x-y)\psi(y)\,dy\quad(x>0),\qquad \psi\to x+\ell\quad(x\to\infty).
\]

The straight line extrapolates to zero at \(x=-\ell\), which is the apparent wall. Let \(\phi(x)\) be the same integral for \(x<0\), and define

\[
\Psi(q)=\int_0^\infty\psi\,e^{iqx}dx,\qquad \Phi(q)=\int_{-\infty}^0\phi\,e^{iqx}dx .
\]

\(\Psi\) is analytic for \(\operatorname{Im}q>0\). \(\Phi\) is analytic everywhere, because \(\phi\) decays as a Gaussian. The transform of a convolution is a product, so \(e^{-q^2/2}\Psi=\Psi+\Phi\), or

\[
(1-e^{-q^2/2})\,\Psi=-\Phi .
\]

To separate the two half-planes, write

\[
K(q)=\frac{(1-e^{-q^2/2})(1+q^2)}{q^2}.
\]

On the real axis \(K\) is even and positive, with \(K(0)=\tfrac12\) and \(K\to1\) at infinity. Cauchy's formula splits it as \(K=K_+K_-\), with

\[
\ln K_+(q)=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{\ln K(p)}{p-q}\,dp\quad(\operatorname{Im}q>0),
\]

and minus the same integral for \(\ln K_-\) in \(\operatorname{Im}q<0\). Each factor is analytic and free of zeros in its half-plane and, since \(K\) is analytic and nonzero near the real axis, in a strip beyond it. The equation becomes

\[
\frac{q^2K_+\Psi}{q+i}=-\frac{(q-i)\Phi}{K_-}.
\]

The left side is analytic above, the right side below, and they agree in a common strip, so together they form one entire function. Since \(\Psi\) and \(\Phi\) fall as \(1/q\) in their half-planes, this function is bounded and hence a constant \(C\). Thus

\[
\Psi=\frac{C(q+i)}{q^2K_+(q)}=\frac{iC}{K_+(0)\,q^2}\left[1-iq-\kappa q+\dots\right],\qquad \kappa=(\ln K_+)'(0).
\]

The small-\(q\) behaviour reflects large \(x\), where \(x+\ell\) has the transform \(-q^{-2}+i\ell q^{-1}=-q^{-2}(1-i\ell q)\). Comparison gives \(\ell=1-i\kappa\). Differentiating \(\ln K_+\), integrating by parts, and using that \((\ln K)'\) is odd and vanishes at the origin,

\[
\kappa=\frac1{\pi i}\int_0^\infty\frac{(\ln K)'(p)}{p}\,dp,\qquad
\frac{(\ln K)'}{p}=\frac1{e^{p^2/2}-1}+\frac2{1+p^2}-\frac2{p^2}.
\]

The middle term integrates to \(\pi\) and cancels the 1 in \(\ell\). With \(u=p^2/2\), \(dp=du/\sqrt{2u}\),

\[
\ell=\frac1\pi\int_0^\infty\left[\frac2{p^2}-\frac1{e^{p^2/2}-1}\right]dp
=\frac1{\pi\sqrt2}\int_0^\infty u^{-1/2}\left[\frac1u-\frac1{e^u-1}\right]du .
\]

For \(z>1\), \(\Gamma(z)\zeta(z)=\int_0^\infty u^{z-1}(e^u-1)^{-1}du\). Subtract \(1/u\) from \((e^u-1)^{-1}\) on \(0<u<1\) and add back \(\int_0^1u^{z-2}du=1/(z-1)\). The result continues to \(0<z<1\), where \(1/(z-1)=-\int_1^\infty u^{z-2}du\), so the subtraction then extends over the whole range. At \(z=\tfrac12\), with \(\Gamma(\tfrac12)=\sqrt\pi\),

\[
\ell=-\frac{\zeta(1/2)}{\sqrt{2\pi}}=0.5826 .
\]

Now restore units and put a second wall at \(x=L\). Away from the walls, a wave of wavenumber \(k\) is multiplied by \(e^{-s^2k^2/2}=e^{-\tau k^2/2m}\) in each primitive step, so its energy is still \(k^2/2m\); the walls alone shift the allowed \(k\). Beyond a few \(s\) from the wall at \(x=0\), outside the boundary layer, the wave has the form \(\sin(kx+\delta)\); as \(k\to0\) it must become proportional to the line \(x+\ell s\) found above. Changing the sign of \(k\) must reproduce the same solution up to a sign, so \(\delta\) is odd in \(k\), and \(\delta=\ell ks+O((ks)^3)\). For \(L\gg s\) the ground-state condition \(kL+2\delta=\pi\) gives

\[
E_{\rm prim}\simeq\frac{\pi^2}{2m(L+2\ell s)^2},\qquad
\frac{E_{\rm prim}-E}{E}\simeq-\frac{4\ell s}{L},\qquad E=\frac{\pi^2}{2mL^2}.
\]

The sign has a simple origin. The primitive kernel is nowhere smaller than the true one, so its largest eigenvalue \(\lambda=e^{-\tau E_{\rm prim}}\) is too large and the energy too low.

Take \(m=1\) and \(L=4\) bohr as model parameters, for which \(E=\pi^2/32=0.30843\) Ha. Diagonalizing the primitive kernel gives

| \(\tau\) (Ha⁻¹) | \(E_{\rm prim}\) (Ha) | displaced-wall law (Ha) | error relative to \(E\) |
|---|---|---|---|
| 0.4 | 0.21964 | 0.21993 | −28.8% |
| 0.025 | 0.28185 | 0.28186 | −8.6% |
| 0.00625 | 0.29469 | 0.29470 | −4.5% |

The last fourfold cut of \(\tau\) reduces the energy error by 1.94, while the residual of the law falls by 7.2, near the factor 8 of a third-order term in \(s\). For a 1% error the law requires \((1+2\ell s/L)^{-2}=0.99\), hence \(s=L(0.99^{-1/2}-1)/(2\ell)\) and \(\tau=ms^2=2.99\times10^{-4}\ \mathrm{Ha}^{-1}\). Diagonalization at that step finds an error of 1.000%. At inverse temperature \(\beta=4\ \mathrm{Ha}^{-1}\) this step means about 13,400 slices.

The improved kernel for the slit multiplies \(g\) by one avoidance factor for each wall:

\[
\rho_{\rm im}=g(x-x')\left[1-e^{-2xx'/s^2}\right]\left[1-e^{-2(L-x)(L-x')/s^2}\right].
\]

It is no longer exact, since avoiding one wall is not independent of avoiding the other. Put \(u=x+x'\) and \(v=x-x'\). Repeated reflection gives the true kernel \(\sum_n[g(v+2nL)-g(u+2nL)]\), with \(n\) running over all integers. Expanding the product, and using \((2L-u)^2-v^2=4(L-x)(L-x')\), yields \(g(v)-g(u)-g(2L-u)\), three terms of the true series, plus a remainder

\[
T=g(0)\exp\left\{-\frac{(u-L)^2+L^2-v^2/2}{s^2}\right\}\le g(0)\,e^{-L^2/2s^2},
\]

because \(4xx'=u^2-v^2\) and \(|v|\le L\). Among the missing terms \(g(v\pm2L)\), one has an argument of magnitude at least \(L\), and all other missing terms have arguments of magnitude at least \(2L\). For \(L\) well above \(s\) the kernel error is thus below \(\varepsilon=2g(0)e^{-L^2/2s^2}\). It can shift an eigenvalue by at most \(L\varepsilon\), and the energy by about \(L\varepsilon/(\tau\lambda)\) at most. In the example, the ground-state error is \(-5.2\times10^{-5}\) Ha at the large step \(\tau=1.6\ \mathrm{Ha}^{-1}\), where the primitive energy is 47% too low. From \(\tau=0.4\ \mathrm{Ha}^{-1}\) downward the computed difference is below \(10^{-11}\) Ha. The product fails when \(s\) becomes comparable with \(L\). If a further potential acts, the splitting error of that potential remains.

In a simulation the factors enter as an additional action for each link,

\[
U=-\ln(1-e^{-c_1/\tau})-\ln(1-e^{-c_2/\tau}),\qquad c_1=2mxx',\quad c_2=2m(L-x)(L-x'),
\]

with beads outside the slit still rejected. The energy estimator must include its \(\tau\) derivative. With \(M\) slices and \(\beta=M\tau\), \(-\partial\ln Z/\partial\beta=-M^{-1}\partial\ln Z/\partial\tau\) at fixed \(M\), which is the average over links of

\[
\frac1{2\tau}-\frac{m(x-x')^2}{2\tau^2}+\sum_{i=1,2}\frac{c_i/\tau^2}{e^{c_i/\tau}-1}.
\]

The last terms follow from \(\partial_\tau e^{-c/\tau}=(c/\tau^2)e^{-c/\tau}\). Each is positive and tends to \(1/\tau\) when a bead touches the wall. At \(\beta=4\ \mathrm{Ha}^{-1}\) with ten slices, the free-link part is 0.24383 Ha and the wall part 0.08702 Ha. Their sum, 0.33085 Ha, agrees with the exact thermal energy to the digits shown.

The primitive rule with the same ten slices gives 0.2235 Ha. Its estimator also differentiates the apparent width: a level \(E_n(\tau)\propto(L+2\ell s)^{-2}\) contributes \(E_n+\tau\partial_\tau E_n\), and since \(\tau\partial_\tau s=s/2\),

\[
E_n+\tau\partial_\tau E_n=E_n\left[1-\frac{2\ell s}{L+2\ell s}\right].
\]

To leading order the relative error of a level becomes \(-4\ell s/L-2\ell s/L=-6\ell s/L\), or 3/2 of the eigenvalue error. The thermal average of this expression is 0.2240 Ha, close to the computed value.

For two hard spheres whose centres cannot come closer than \(d\), the relative coordinate moves outside a sphere of radius \(d\). Let \(\mu\) be the reduced mass, \(s=\sqrt{\tau/\mu}\) from here on, and \(\theta\) the angle between \(\mathbf r\) and \(\mathbf r'\). The Cao–Berne form is

\[
\frac{\rho_{\rm CB}}{\rho_0}=1-\frac{d(r+r'-d)}{rr'}\exp\left[-\frac{\mu}{\tau}(r-d)(r'-d)(1+\cos\theta)\right],
\]

where \(\rho_0\) is the free relative density matrix. To see its image structure, set \(a=r-d\), \(b=r'-d\) and \(R=r+r'-d=d+a+b\). Then \(rr'-ab=dR\) and \(r^2+r'^2+2ab=R^2+d^2\), so that

\[
|\mathbf r-\mathbf r'|^2+2ab(1+\cos\theta)=R^2+d^2-2Rd\cos\theta .
\]

The subtracted term is therefore \((dR/rr')\,\rho_0(R,d,\theta)\), a free density matrix between radii \(R\) and \(d\). With the expansion \(\rho_0=\sum_l\frac{2l+1}{4\pi rr'}P_l(\cos\theta)\,g_l(r,r')\), each partial wave of \(\rho_{\rm CB}\) is

\[
g_l(r,r')-g_l(R,d).
\]

At contact, \(r=d\) gives \(R=r'\), and the difference vanishes. For \(l=0\), \(g_0(r,r')=g(r-r')-g(r+r')\), and the difference is \(g(r-r')-g(r+r'-2d)\), the exact result for a wall at \(r=d\). For \(l>0\) the form is approximate, because the centrifugal potential differs between the true radii and the shifted ones. When \(d\to\infty\) at fixed \(a\), \(b\) and lateral distance \(v=\theta d\) (a new use of \(v\)), the flat-wall factor returns.

The leading curvature error can be found for \(a,b,v\) of order \(s\ll d\). Put \(Q=(l+\tfrac12)/d\). Near the surface the centrifugal potential is \((Q^2/2\mu)(1-2a/d)\), up to second-order terms. To first order the true radial function is

\[
e^{-s^2Q^2/2}\left[g_w+\frac{Q^2}{\mu d}f\right],\qquad
\partial_\tau f=\frac1{2\mu}\partial_a^2f+a\,g_w,
\]

with \(g_w=g(a-b)-g(a+b)\), and \(f=0\) at \(a=0\) and at \(\tau=0\). The solution is

\[
f=\frac{\tau(a+b)}2\,g_w+\frac{\mu ab}2\operatorname{erfc}\frac{a+b}{\sqrt2\,s}.
\]

To check it, apply \(\partial_\tau-\tfrac1{2\mu}\partial_a^2\). The first term gives \(a\,g(a-b)-(a+b)g(a+b)\). In the second, the error function itself solves the free equation and has \(a\)-derivative \(-2g(a+b)\), so the term gives \(b\,g(a+b)\). The sum is \(a\,g_w\).

Without the sphere, \(f=\tau(a+b)g(a-b)/2\). The first term of \(f\) thus multiplies \(g_w\) by the same correction that the free kernel receives, and it cancels in the ratio to \(\rho_0\). The second term survives with \(Q^2\) averaged over \(l\). To leading order \(P_l(\cos\theta)\to J_0(Qv)\), and the sum over \(l\) is proportional to \(\int_0^\infty QJ_0(Qv)e^{-s^2Q^2/2}dQ=s^{-2}e^{-v^2/2s^2}\). Applying \(-2\,\partial/\partial(s^2)\) to its logarithm gives \(\langle Q^2\rangle=2/s^2-v^2/s^4\). The Cao–Berne ratio itself differs from the flat-wall factor in second order only, so

\[
\frac{\rho_{\rm CB}-\rho_{\rm exact}}{\rho_0}\to-\frac sd\left(2-\frac{v^2}{s^2}\right)\sqrt{\frac\pi2}\,\frac{ab}{s^2}\,e^{(a-b)^2/2s^2}\operatorname{erfc}\frac{a+b}{\sqrt2\,s}.
\]

For \(a=b=0.5s\) and \(\theta=0\), a full partial-wave sum at \(s/d=0.1\) gives a ratio of 0.4126, against 0.3948 from Cao–Berne and 1 from the primitive rule. The error divided by \(s/d\), extrapolated to \(s/d=0\), is −0.1987, and the formula gives −0.1988. With \(a=0.5s\), \(b=s\), \(v=s\) the two numbers are −0.0946 and −0.0949. In this second case halving \(s/d\) from 0.2 to 0.1 lowers the error only from 0.0102 to 0.0070, so higher orders still matter there. The numerical check covers these comparisons and the slit results. For more than two spheres, one multiplies the pair ratios, which is a further approximation because avoidance of different partners is not independent.

## Calculated quantities

```
mass = 1.0 m_e, slit width L = 4.0 bohr
one wall: x = 0.3 bohr, x' = 0.5 bohr, tau = 0.4 1/Ha, s = 0.6325 bohr
  free density matrix      = 0.600019 1/bohr
  image density matrix     = 0.316590 1/bohr
  standing-wave integral   = 0.316590 1/bohr
  no-crossing probability  = 0.527633
   64 primitive substeps: probability = 0.611288, excess = 0.083655
  256 primitive substeps: probability = 0.570348, excess = 0.042714
wall displacement / s: zeta form = 0.582597, integral = 0.582597
exact slit ground-state energy = 0.30842514 Ha
tau(1/Ha)  s(bohr)  E_prim(Ha)  displaced-wall(Ha)  prim.err(%)  image err(Ha)
 1.60000   1.2649  0.1635905   0.1646953           -46.959      -5.2e-05
 0.40000   0.6325  0.2196394   0.2199253           -28.787      -1.6e-13
 0.10000   0.3162  0.2585364   0.2585900           -16.175      -2.7e-13
 0.02500   0.1581  0.2818546   0.2818629            -8.615      -1.1e-12
 0.00625   0.0791  0.2946945   0.2946957            -4.452      -4.4e-12
last fourfold cut of tau: error falls by 1.935, residual of law by 7.16
two-wall product at tau = 1.6 1/Ha: largest kernel error = 1.16e-04 1/bohr, bound = 4.25e-03 1/bohr
primitive step for 1% error: tau = 2.991e-04 1/Ha, error found = 1.0000 %, slices at beta = 4.0 1/Ha: 13374
thermal energy, beta = 4.0 1/Ha, 10 slices, tau = 0.4 1/Ha:
  exact = 0.3308487 Ha, image = 0.3308487 Ha
  image parts: free links = 0.243830 Ha, walls = 0.087018 Ha
  primitive = 0.223496 Ha, displaced-wall law = 0.224043 Ha
Cao-Berne s wave (r = 1.13 d, r' = 1.31 d, s = 0.3 d): 0.657140 1/d, exact 0.657140 1/d
hard-sphere ratios to free (primitive ratio = 1):
  A: r=r'=d+0.5s, angle 0
    s/d = 0.20: exact = 0.43028, Cao-Berne = 0.39848, error = -0.03179, error/(s/d) = -0.1590
    s/d = 0.10: exact = 0.41258, Cao-Berne = 0.39484, error = -0.01774, error/(s/d) = -0.1774
    s/d = 0.05: exact = 0.40321, Cao-Berne = 0.39383, error = -0.00938, error/(s/d) = -0.1877
    error/(s/d) at s/d -> 0: extrapolated = -0.1987, formula = -0.1988
  B: r=d+0.5s, r'=d+s, angle s/d
    s/d = 0.20: exact = 0.64423, Cao-Berne = 0.63407, error = -0.01017, error/(s/d) = -0.0508
    s/d = 0.10: exact = 0.63981, Cao-Berne = 0.63280, error = -0.00702, error/(s/d) = -0.0702
    s/d = 0.05: exact = 0.63640, Cao-Berne = 0.63232, error = -0.00409, error/(s/d) = -0.0817
    error/(s/d) at s/d -> 0: extrapolated = -0.0946, formula = -0.0949
```
